# Why intersubband absorption in one parabolic band needs a growth-axis field

## What symmetry fixes, and what it leaves open

Consider electrons in a quantum well grown along \(z\). They occupy a single conduction band with isotropic, parabolic dispersion, and are confined by a potential \(V(z)\) that depends on the growth coordinate alone. Light with real unit polarization vector \(\mathbf e\) may lift an electron from subband 1 to subband 2. How can the absorption depend on \(\mathbf e\)?

To leading order in the light intensity, the transition probability is the square of an amplitude linear in the field. Summed over the occupied states, it is a quadratic form,

\[
P=\sum_{i,j}e_iT_{ij}e_j ,
\]

with \(T\) real and symmetric. Suppose that the in-plane wavevectors \(\mathbf k\) are distributed isotropically. The system is then unchanged by any rotation about \(z\). A rotation by \(\pi\) reverses \(e_x\) and \(e_y\) but not \(e_z\), so \(T_{xz}=T_{yz}=0\). A rotation by \(\pi/2\) sends \((e_x,e_y)\) to \((-e_y,e_x)\), which gives \(T_{xx}=T_{yy}\) and \(T_{xy}=-T_{xy}=0\). Since \(e_x^2+e_y^2=1-e_z^2\),

\[
P=T_\parallel(1-e_z^2)+T_{zz}e_z^2 .
\]

Symmetry thus fixes the form but does not make \(T_\parallel\) vanish. For one electron, the in-plane field can enter the amplitude through the scalar \(\mathbf e_\parallel\cdot\mathbf k\), which rotations and reflections permit. The selection rule says that the coefficient of this scalar is zero for \(1\to2\), and for every other pair of different subbands. That is a statement about dynamics, and it needs a condition that the words "isotropic parabolic band" may hide: the mass must be the same in the well and in the barriers.

## The model and its conventions

Hartree atomic units are used, so \(\hbar\), the elementary charge and the free-electron mass are 1. The electron charge is \(-1\). The Hamiltonian without light is

\[
H_0=\frac{p_x^2+p_y^2+p_z^2}{2m}+V(z),
\]

where \(m\) is one number, independent of direction and position. This Hamiltonian acts on the envelope function; the effect of the crystal's periodic potential is contained in \(m\). Electrons are treated as independent, and spin and mixing with other bands are left out.

The well is much thinner than the wavelength of the light, so the field is taken as uniform. It is described by a vector potential \(\mathbf A(t)\) with \(\mathbf F=-d\mathbf A/dt\). For charge \(-1\) the kinetic momentum is \(\mathbf p+\mathbf A\), and

\[
H(t)=\frac{(\mathbf p+\mathbf A(t))^2}{2m}+V(z). \tag{1}
\]

The pulse starts and ends with \(\mathbf A=0\), so populations before and after it refer to the eigenstates of \(H_0\).

**Claim.** (a) If \(A_z(t)=0\) throughout, no subband population changes. (b) In first-order perturbation theory, the probability of a transition between two different subbands is proportional to \(e_z^2\).

## First derivation: matrix elements

Because \(m\) is constant, \(H_0\) is the sum of an in-plane part and

\[
h_z=\frac{p_z^2}{2m}+V(z),\qquad h_z\varphi_n=E_n\varphi_n .
\]

With periodic boundary conditions on an area \(S\), its eigenstates and energies are

\[
\psi_{n\mathbf k}=\frac{e^{i\mathbf k\cdot\boldsymbol\rho}}{\sqrt S}\,\varphi_n(z),
\qquad E_{n\mathbf k}=E_n+\frac{k^2}{2m},
\]

where \(\boldsymbol\rho=(x,y)\). The functions \(\varphi_n\) do not depend on \(\mathbf k\), since the in-plane kinetic energy is a constant added to \(h_z\).

A uniform \(\mathbf A\) commutes with \(\mathbf p\), so expanding (1) gives

\[
H(t)=H_0+\frac{\mathbf A\cdot\mathbf p}{m}+\frac{A^2}{2m}.
\]

The last term is a number at each time. It multiplies every state by the same phase and causes no transitions. For \(\mathbf A=A\,\mathbf e\) we need the matrix element of \(\mathbf e\cdot\mathbf p\). The in-plane momentum acts on the plane wave and gives \(\mathbf k\); \(p_z\) acts on \(\varphi_n\). The integral over \(\boldsymbol\rho\) gives \(\delta_{\mathbf k'\mathbf k}\) in both terms:

\[
\langle n'\mathbf k'|\mathbf e\cdot\mathbf p|n\mathbf k\rangle
=\delta_{\mathbf k'\mathbf k}\left[\mathbf e_\parallel\cdot\mathbf k\,\langle n'|n\rangle
+e_z\langle n'|p_z|n\rangle\right]. \tag{2}
\]

The scalar \(\mathbf e_\parallel\cdot\mathbf k\) allowed by symmetry does appear, but it multiplies the overlap \(\langle n'|n\rangle=\delta_{n'n}\). For \(n'\neq n\) only the \(e_z\) term remains.

To obtain the probability, write the state as a sum of \(c_f(t)e^{-iE_ft}\psi_f\). The Schrödinger equation gives \(i\dot c_f=\sum_i\langle f|\mathbf A\cdot\mathbf p/m|i\rangle e^{i(E_f-E_i)t}c_i\). At first order, \(c_i=1\) for the initial state and zero otherwise on the right. The in-plane energy cancels in \(E_f-E_i\), because \(\mathbf k\) is unchanged. With \(\omega=E_2-E_1\),

\[
c_2=-\frac{i}{m}\langle2|p_z|1\rangle\int_{-\infty}^{\infty}A_z(t)e^{i\omega t}\,dt . \tag{3}
\]

The momentum element follows from a commutator. Since \([z,p_z^2]=2ip_z\),

\[
[z,h_z]=\frac{ip_z}{m}.
\]

Taking this between \(\langle2|\) and \(|1\rangle\), the left side is \(z_{21}(E_1-E_2)=-\omega z_{21}\). Therefore

\[
\langle2|p_z|1\rangle=im\omega z_{21},\qquad
c_2=\omega z_{21}\int_{-\infty}^{\infty}A_z(t)e^{i\omega t}\,dt. \tag{4}
\]

As \(A_z=e_zA\), \(|c_2|^2\) is proportional to \(e_z^2\). This proves (b), and (a) at first order.

## Second derivation: two independent motions

The second route expands nothing at the start. Group the terms of (1) by direction:

\[
H(t)=\underbrace{\frac{(p_z+A_z)^2}{2m}+V(z)}_{h_z(t)}
+\underbrace{\frac{(\mathbf p_\parallel+\mathbf A_\parallel)^2}{2m}}_{h_\parallel(t)} .
\]

The first part contains only \(z\) and \(p_z\), the second only \(\mathbf p_\parallel\). They commute at all pairs of times, so the evolution operator is a product, \(U=U_zU_\parallel\), with \(i\dot U_z=h_z(t)U_z\) and \(i\dot U_\parallel=h_\parallel(t)U_\parallel\). Indeed,

\[
i\frac{d}{dt}(U_zU_\parallel)=h_zU_zU_\parallel+U_zh_\parallel U_\parallel=(h_z+h_\parallel)U_zU_\parallel ,
\]

because \(U_z\) commutes with \(h_\parallel\).

Let \(\Pi_n=|\varphi_n\rangle\langle\varphi_n|\) act on the \(z\) motion and as the identity in the plane. Its expectation value is the population of subband \(n\), whatever the in-plane state. After the pulse it is

\[
P_n=\langle\psi|U_\parallel^\dagger U_z^\dagger\Pi_nU_zU_\parallel|\psi\rangle
=\langle\psi|U_z^\dagger\Pi_nU_z|\psi\rangle , \tag{5}
\]

since \(U_\parallel\) commutes with the operators between it and its adjoint, and \(U_\parallel^\dagger U_\parallel=1\). The in-plane field has disappeared from the result. If \(A_z=0\), then \(U_z=e^{-ih_zt}\) commutes with \(\Pi_n\), and \(P_n\) keeps its initial value. This proves (a) for any field strength and pulse shape, and for any initial state, including one in which the \(z\) and in-plane motions are entangled.

In this model an in-plane pulse deposits no energy at all. The momentum \(\mathbf p_\parallel\) commutes with \(H(t)\), and once \(\mathbf A\) has returned to zero the in-plane energy is again \(k^2/(2m)\).

For (b), only the one-dimensional problem with \(h_z(t)\) is left. Define \(\chi=e^{iA_zz}\chi_0\), where \(\chi_0\) obeys \(i\dot\chi_0=h_z(t)\chi_0\). The exponential shifts the momentum, \(e^{iA_zz}p_ze^{-iA_zz}=p_z-A_z\), which removes \(A_z\) from the kinetic energy. Its time derivative adds \(-\dot A_zz=F_zz\). Hence

\[
i\dot\chi=\left[h_z+F_z(t)z\right]\chi ,
\]

which is the potential energy of a charge \(-1\) in the field \(F_z\). First-order perturbation theory now gives

\[
c_2=-iz_{21}\int_{-\infty}^{\infty}F_z(t)e^{i\omega t}\,dt . \tag{6}
\]

Equations (4) and (6) agree. Integrating by parts with \(F_z=-\dot A_z\), and with \(A_z=0\) at both ends, gives \(\int F_ze^{i\omega t}dt=i\omega\int A_ze^{i\omega t}dt\), and \(-i\cdot i\omega=\omega\).

## From amplitude to absorption

Take a resonant pulse along \(\mathbf e\),

\[
A(t)=\frac{F_0}{\omega}e^{-t^2/(2\tau^2)}\cos\omega t .
\]

For \(\omega\tau\gg1\), \(F_0\) is the field amplitude at the pulse centre. Writing the cosine as two exponentials,

\[
\int Ae^{i\omega t}dt=\frac{F_0}{2\omega}\int e^{-t^2/(2\tau^2)}\left(1+e^{2i\omega t}\right)dt
=\frac{F_0\tau\sqrt{2\pi}}{2\omega}\left(1+e^{-2\omega^2\tau^2}\right).
\]

The last exponential is negligible for a pulse of many cycles. Inserting the rest in (4) gives

\[
P=|c_2|^2=\frac{\pi}{2}\,(F_0\tau z_{21}e_z)^2 . \tag{7}
\]

The reverse transition has the same probability, because its amplitude contains the conjugate integral. With occupations \(f_1\) and \(f_2\) at the same \(\mathbf k\), upward transitions have weight \(f_1(1-f_2)\) and downward ones \(f_2(1-f_1)\). The difference is \(f_1-f_2\), so the net absorbed energy is \(\omega P(f_1-f_2)\). Absorption therefore also needs a larger population in the lower subband.

For a transverse wave travelling at an angle \(\theta\) to the growth axis inside the material, the propagation direction is \((\sin\theta,0,\cos\theta)\). Polarization in the plane of incidence means \(\mathbf e=(\cos\theta,0,-\sin\theta)\), so \(e_z^2=\sin^2\theta\). At normal incidence this is zero. Polarization perpendicular to the plane of incidence has \(e_z=0\) at every angle.

A growth-axis field is necessary but not sufficient. If \(V(z)\) is even, its levels alternate in parity. States 1 and 3 are both even, so \(\varphi_3z\varphi_1\) is odd and \(z_{31}=0\). This removes the \(1\to3\) transition at first order. It can still proceed at second order through state 2, with an amplitude quadratic in \(F_z\) and a probability proportional to \(e_z^4\).

## A well that can be solved by hand

Choose the smooth model well

\[
V(z)=-\frac{3}{ma^2}\,\mathrm{sech}^2\frac za,\qquad m=0.07,\quad a=70\ \text{bohr}.
\]

Let \(u=z/a\), \(s=\mathrm{sech}\,u\) and \(t=\tanh u\). Then

\[
h_z=\frac{1}{2ma^2}\left(-\frac{d^2}{du^2}-6s^2\right),\quad s'=-st,\quad t'=s^2,\quad t^2=1-s^2 .
\]

Two differentiations give \((s^2)''=4s^2-6s^4\) and \((st)''=st-6s^3t\). Thus the bracket multiplies \(s^2\) by \(-4\) and \(st\) by \(-1\):

\[
E_1=-\frac{2}{ma^2},\qquad E_2=-\frac{1}{2ma^2},\qquad \omega=\frac{3}{2ma^2}.
\]

Numerical diagonalization reproduces both levels and finds no third bound one. Numerically, \(\omega=3/(2\cdot0.07\cdot4900)=0.004373\) hartree, or 119 meV, a vacuum wavelength of 10.4 µm.

With \(t\) as integration variable, \(\int s^4du=\int_{-1}^{1}(1-t^2)dt=4/3\) and \(\int s^2t^2du=\int_{-1}^{1}t^2dt=2/3\). The normalized envelopes are therefore

\[
\varphi_1=\sqrt{\frac{3}{4a}}\,s^2,\qquad \varphi_2=\sqrt{\frac{3}{2a}}\,st .
\]

Their dipole length is \(z_{21}=a\sqrt{9/8}\int us^3t\,du\). Because \(s^3t=-(s^3)'/3\), integration by parts turns the integral into \(\frac13\int s^3du\). From \((st)'=-s+2s^3\), whose integral vanishes, \(\int s^3du=\frac12\int s\,du=\pi/2\). Hence

\[
z_{21}=a\,\frac{3}{2\sqrt2}\,\frac{\pi}{6}=\frac{\pi a}{4\sqrt2}=38.9\ \text{bohr}=2.06\ \text{nm}.
\]

The oscillator strength is \(f_{21}=2m\omega z_{21}^2=3\pi^2/32=0.925\). Its scale follows from \([z,[h_z,z]]=1/m\): the expectation value in state 1 gives \(\sum_n2m(E_n-E_1)|z_{n1}|^2=1\). The \(1\to2\) line thus carries 92.5% of the growth-axis strength from subband 1; the rest goes to the continuum.

For a pulse with \(\tau=4000\) atomic units (97 fs), \(F_0=5\times10^{-7}\) atomic units (\(2.6\times10^5\) V/m) and polarization tilted \(30^\circ\) out of the layer plane, \(e_z^2=1/4\). Equation (7) gives

\[
P=\frac{\pi}{2}(5\times10^{-7}\cdot4000\cdot38.875)^2\cdot\frac14=0.002374 .
\]

Direct propagation of a two-dimensional wave packet gives 0.002372, within about 0.1% of this value.

The numerical output below also tests the rule on the full Hamiltonian in \(x\) and \(z\), diagonalized without assuming that its states separate. The \(1\to2\) strengths at tilts of 0, 30, 60 and 90 degrees are 0, 0.25, 0.75 and 1 of the full value, as \(\sin^2\) requires. The largest in-plane velocity element between states of different energy is about \(10^{-11}\) atomic units, against \(\omega z_{21}=0.17\) for the growth-axis element.

A field ten times stronger separates the two claims. Applied along \(z\), it leaves about 0.32 of the population in subband 1 and puts about two thirds in subband 2. Equation (7) would give 0.95 for subband 2, so first-order theory has failed. A small remainder goes to the continuum. Its size cannot be read from the printed populations, because the continuum levels of the short periodic box are spaced more widely than the bandwidth of the pulse. One of them happens to lie at \(E_2+\omega\), which enlarges the loss. In a box long enough to resolve the continuum, the populations of subbands 1 and 2 are 0.318 and 0.676, so the printed subband-2 value is low by about 0.01 and the remainder is about 0.006. Applied in the plane, the same pulse puts less than \(10^{-28}\) in subband 2. The printed population of subband 1 exceeds 1 by \(1.5\times10^{-7}\), which is numerical error.

The parity rule is tested in a well twice as deep, which has a third bound level. There \(z_{21}=30.9\) bohr, while \(z_{31}\) vanishes to rounding accuracy.

## What each derivation assumes

Both derivations assume a uniform field, independent electrons, one band and a constant mass. They use these assumptions differently.

The first treats the field at first order and uses plane waves in the layer. In return it gives a matrix element for each transition, which can still be evaluated when an assumption is dropped. The second needs the Hamiltonian to split into commuting parts, but for claim (a) it needs neither a weak field nor plane waves. One may add a potential \(W(x,y)\) to \(h_\parallel\), and (5) still holds. A potential that ties \(z\) to \(x\) or \(y\), such as a well of varying width, destroys the split.

Neither derivation needs full isotropy. If the mass along \(z\) differs from the in-plane mass but both are constant and the mass axes lie along the layer axes, the Hamiltonian still splits. Three other changes do let an in-plane field act.

**Position-dependent mass.** With \(m(z)\), the Hamiltonian at fixed \(k\) is

\[
H_k=p_z\frac{1}{2m(z)}p_z+\frac{k^2}{2m(z)}+V(z).
\]

The in-plane kinetic energy now acts on the \(z\) motion, and the envelopes depend on \(k\). Replacing \(k\) by \(k+A\), for a field along \(\mathbf k\), the term linear in \(A\) has the matrix element

\[
v_\parallel=k\,\langle2,k|\frac{1}{m(z)}|1,k\rangle=(E_1-E_2)\langle2,k|\partial_k|1,k\rangle .
\]

Here \(E_1\) and \(E_2\) are the eigenvalues of \(H_k\). The second form comes from differentiating \(H_k|1,k\rangle=E_1|1,k\rangle\) and projecting on \(\langle2,k|\), with \(\partial_kH_k=k/m(z)\). The overlap in (2) has become a weighted overlap, and orthogonality no longer removes it. The factor \(k\) is the one symmetry demanded: linear in-plane absorption vanishes at \(k=0\).

In the example, an off-centre layer with up to 30% excess mass gives \(v_\parallel=0.0087\) at \(k=0.01\) bohr\(^{-1}\), against 0.160 for the growth-axis element. The ratio of strengths is \((0.00865/0.1596)^2=0.0029\). The layer must be off-centre for \(1\to2\): if \(m(z)\) and \(V(z)\) are both even, parity makes this element zero, though not those between states of equal parity.

**Tilted mass axes.** Add \(w\,p_xp_z\) to \(H_0\), as for an anisotropic band whose axes are tilted from the growth axis. The velocity along \(x\) becomes \(p_x/m+wp_z\). At fixed \(p_x=k\), completing the square gives

\[
\frac{p_z^2}{2m}+wkp_z=\frac{(p_z+mwk)^2}{2m}-\frac{mw^2k^2}{2},
\]

so the envelopes are \(e^{-imwkz}\varphi_n\). The common phase factor shifts \(p_z\) by a constant, which has no element between orthogonal states. The in-plane element is therefore \(w\langle2|p_z|1\rangle\) at every \(k\), including \(k=0\). Relative to the growth-axis element \(\langle2|p_z|1\rangle/m\), the strength is \((mw)^2\). For \(mw=0.2\) this is 0.04, and the two-dimensional diagonalization gives 0.04000. Here the rotation symmetry of the opening argument is itself broken.

**Non-uniform field.** A wave travelling along \(z\) and polarized along \(\mathbf k\) carries a factor \(e^{iqz}\). Expanding it for \(qa\ll1\), the constant term vanishes by orthogonality, and

\[
\frac km\langle2|e^{iqz}|1\rangle\approx\frac{ikqz_{21}}{m}.
\]

Its size relative to \(\omega z_{21}\) is \(kq/(m\omega)\). With refractive index 3.3, \(q=1.05\times10^{-4}\) bohr\(^{-1}\), and at \(k=0.01\) bohr\(^{-1}\) the ratio is \(3.4\times10^{-3}\). Squared, it gives a relative strength of \(1.2\times10^{-5}\). In this example the uniform-field assumption costs far less than the assumption of constant mass.

## Table of computed values

```
effective mass m = 0.07 electron masses
well length a = 70.0 bohr
well depth 3/(m a^2) = 0.008746 hartree
E1 diagonalized = -0.005831 hartree, closed form -0.005831
E2 diagonalized = -0.001458 hartree, closed form -0.001458
omega = 0.004373 hartree = 119.0 meV
vacuum wavelength at omega = 10.42 micrometre
z21 diagonalized = 38.875 bohr, closed form 38.875
z21 closed form = 2.057 nm
|<2|p_z|1>| = 0.01190 1/bohr
oscillator strength 3 pi^2/32 = 0.9253 (no unit)
in-plane wavevector step = 0.01 1/bohr, 5 values of k
largest energy-changing in-plane v element = 7.5e-12 a.u.
1->2 strength at tilt 0 deg = 0.00000 of full strength
1->2 strength at tilt 30 deg = 0.25000 of full strength
1->2 strength at tilt 60 deg = 0.75000 of full strength
1->2 strength at tilt 90 deg = 1.00000 of full strength
pulse tau = 4000 a.u. = 96.8 fs
weak peak field = 5.0e-07 a.u. = 2.571e+05 V/m
weak pulse, tilt 30 deg: P2 propagated = 0.002372
weak pulse, tilt 30 deg: P2 first order = 0.002374
strong peak field = 5.0e-06 a.u.
strong in-plane pulse: P1 = 1.00000015, P2 = 7.6e-29
strong growth-axis pulse: P1 = 0.3195, P2 = 0.6649
m(z) case: mass excess at layer centre z = a: 30%
m(z) case: in-plane v element at k = 0.01: 0.00865 a.u.
m(z) case: growth-axis v element = 0.15962 a.u.
m(z) case: in-plane/growth strength = 2.94e-03
m(z) case: largest energy-changing in-plane v = 1.74e-02 a.u.
tilted mass: m*w_xz = 0.2, in-plane strength = 0.04000 of full strength
travelling wave: refractive index = 3.3, q = 1.053e-04 1/bohr
travelling wave: in-plane/growth strength = 1.18e-05
deeper well: depth = 0.017493 hartree
deeper well: z21 = 30.924 bohr, z31 = 8.1e-15 bohr
```
